Minimum Rectangle Fracture of a Plus-Shaped Mask Polygon

**Setting**

A variable-shaped-beam mask writer exposes a pattern as a sequence of rectangular flashes, called shots. Before writing, each polygon is fractured: it is divided into axis-parallel rectangles whose interiors do not overlap and whose union is the polygon. At fixed time per shot, fewer rectangles mean a shorter writing time.

The polygon here is a plus, the union of a horizontal bar and a vertical bar, each protruding beyond the other at both ends. In the numerical example both bars measure 600 nm by 200 nm on the mask. With the origin at the lower left of the bounding square, the horizontal bar occupies 0 < x < 600 nm, 200 < y < 400 nm, and the vertical bar occupies 200 < x < 400 nm, 0 < y < 600 nm.

Conventions: P is a simple polygon with horizontal and vertical sides and no holes. A corner is convex if the angle inside P is 90°, and concave if it is 270°. There are N concave corners. A chord is a horizontal or vertical segment that joins two concave corners and otherwise runs through the open interior of P. Two chords intersect if they have any point in common, including an endpoint. L is the largest number of chords that can be chosen with no two intersecting.

**Part (a). Counting rectangles through cuts**

Take any partition of P into R rectangles. The rectangle sides inside P form straight cuts, each taken as long as possible. Let S be the number of cuts and X the number of interior points where two cuts cross. Express R through S and X.

**Answer (a)**

First count the convex corners, C in number. Going once around P counterclockwise, the direction turns by +90° at a convex corner and by −90° at a concave one. The total turn is 360°, so

C − N = 4, or C = N + 4.

Now count the 4R rectangle corners by where they lie.

At a convex corner of P there is room for one rectangle corner, and no cut ends there.

At a concave corner the 270° must be filled with angles of 90° (a rectangle corner) or 180° (a point on a rectangle side). Either one cut ends there, giving 90° + 180° and one rectangle corner, or two perpendicular cuts end there, giving three rectangle corners. Let D be the number of concave corners of the second kind. The first kind then numbers N − D.

Any other cut end lies on a straight side of P or on a perpendicular cut that passes straight through. A free end would leave an angle of 360°, and two cuts meeting in an L would leave one of 270°; neither fits a rectangle. Each such T-junction carries two rectangle corners. Let there be T of them.

At each of the X crossings four rectangle corners meet. Adding up,

4R = (N + 4) + (N − D) + 3D + 2T + 4X
   = 2N + 4 + 2D + 2T + 4X.

Division by four gives

R = 1 + (N + D + T)/2 + X.

The bracket is fixed by counting cut ends. Every cut has two ends; N − D concave corners receive one end, D receive two, and each T-junction receives one:

2S = (N − D) + 2D + T = N + D + T.

Therefore

R = 1 + S + X.

In the final count each cut and each crossing contributes one rectangle. This is a statement about the totals and not about each step of drawing: in a pinwheel of four cuts around a central rectangle, the first cut drawn ends freely and separates nothing, and the last one adds two regions.

**Part (b). The role of the chords**

Show that every partition obeys R ≥ N − L + 1, and that this bound can be reached.

**Answer (b)**

Sort the cuts by how many of their ends lie at concave corners. Let K cuts have two such ends, K₁ have one and K₀ have none. The K cuts are chords. The total number of cuts is

S = K + K₁ + K₀.

The number of cut ends at concave corners is (N − D) + 2D = N + D, so

2K + K₁ = N + D, or K₁ = N + D − 2K.

Substitution into S gives

S = K + (N + D − 2K) + K₀ = N + D − K + K₀,

and with the result of part (a)

R = 1 + N − K + D + X + K₀.   (1)

Chords lower the count because one cut resolves two concave corners. Intersections cancel that gain. Two of the K chords can intersect in two ways: they cross at an interior point, which is counted in X, or they share a concave corner, which is counted in D. One cannot end in the middle of the other, since its end lies on the boundary of P while the middle of the other lies in the interior. Hence there are at most D + X intersecting pairs. Delete one chord from each pair. At least K − D − X chords remain, and no two of them intersect. By the definition of L,

K − D − X ≤ L.

Since K₀ ≥ 0, equation (1) gives

R = 1 + N − (K − D − X) + K₀ ≥ N − L + 1.

To reach the bound, draw L non-intersecting chords. They resolve 2L concave corners. From each concave corner still unresolved, extend one of its two sides into the interior until it first meets the boundary or an earlier cut. At most N − 2L such cuts are needed. Each cut divides one simple polygon into two, so the number of pieces is at most

1 + L + (N − 2L) = N − L + 1.

No piece has a concave corner left: a cut splits the 270° at its starting corner into 90° and 180°, and it creates no new angle of 270°. A simple piece without concave corners has four convex corners by the turning rule, so it is a rectangle. The construction thus uses at most N − L + 1 rectangles, and the lower bound forbids fewer. The minimum is

R_min = N − L + 1.   (2)

The absence of holes matters. Going around a hole adds a turn of −360°, so for H holes C = N + 4 − 4H. The same corner count then gives R = 1 − H + S + X, and the lower bound becomes N − L + 1 − H.

**Part (c). The plus**

Find the minimum number of rectangles for the plus, and find every partition that attains it.

**Answer (c)**

The four concave corners are the corners of the central rectangle where the bars overlap. In the example they lie at (200, 200), (400, 200), (200, 400) and (400, 400) nm. Thus N = 4, and the turning rule gives 8 convex corners.

Two concave corners are joined by a chord if they share an x or a y coordinate, so the four chords are the sides of the central rectangle. Each horizontal chord shares one endpoint with each vertical chord, which makes four intersecting pairs. Non-intersecting chords use two different corners each, so four corners allow at most two of them. Two parallel sides attain this number. Hence L = 2 and

R_min = 4 − 2 + 1 = 3.

To find all minimal partitions, set R = 3 and N = 4 in equation (1):

3 = 5 − K + D + X + K₀, or K − D − X − K₀ = 2.

This requires K ≥ 2, which leaves three cases.

With K = 2, the other three numbers must vanish. Two adjacent sides of the central rectangle share a corner and give D ≥ 1, so the two chords must be parallel. Then S = N + D − K + K₀ = 4 + 0 − 2 + 0 = 2, and there are no further cuts.

With K = 3, three sides of the central rectangle share two corners. Then D ≥ 2 and K − D ≤ 1, which is too small.

With K = 4, all four corners are shared. Then D = 4 and K − D = 0, which is again too small.

There are therefore exactly two minimal partitions. One keeps the horizontal bar whole and adds the upper and lower arms as separate rectangles. The other keeps the vertical bar whole and adds the left and right arms. The argument used neither the lengths nor the widths of the bars, so it holds for every plus as defined above.

**Part (d). Confirmation by exhaustive search**

Cuts may lie at any real coordinate, so there are infinitely many partitions. Explain why a finite search can still establish the minimum, and carry it out.

**Answer (d)**

Extend the sides of the plus to full lines. They divide it into five cells: the centre and four arms. Given any partition into R rectangles, mark in each cell a point just inside its upper-right corner, so close to the corner that no cut passes between them. Assign the cell to the rectangle that contains the marked point.

Consider a rectangle a < x < b, c < y < d, and a column of cells between neighbouring grid lines x_i and x_(i+1). The rectangle contains the x coordinate of the marked points in this column if

a < x_(i+1) ≤ b.

The columns that satisfy this are consecutive. The same holds for the rows. The cells assigned to one rectangle therefore fill a rectangular block, and this block lies in P because its marked points do. Some rectangles may receive no cell. Every partition thus yields a partition of the five cells into at most R blocks, and a search over the five cells finds the true minimum.

That search can be done by hand. Two arms can belong to the same block only if they are opposite and the centre lies between them. The partition is therefore fixed by the block that contains the centre:

- The centre alone: 1 partition, with 5 rectangles.
- The centre with one arm: 4 partitions, with 4 rectangles each.
- The centre with two opposite arms: 2 partitions, with 3 rectangles each.

These seven are all the possibilities. The smallest number is three and it occurs twice, in agreement with part (c). A computer enumeration of the five cells gives the same counts.

Larger enumerations test the general argument. A plus of 12 unit cells, with bars two cells wide and arms one cell long, has 1506 partitions on its unit grid. Two of them have three rectangles and none has fewer. The formula R = 1 + S + X, equation (1) and the bound K − D − X ≤ L held for every one of the 1506, including 964 with crossings and 1360 with doubly cut concave corners. Equation (2) was also compared with the exhaustive minimum for 118 randomly grown polygons without holes, each of 14 cells, with L between 0 and 4. The two agreed in every case.

**Part (e). Changing the assumptions**

Find the minimum number of rectangles (i) if the right arm is moved up by 50 nm, (ii) if in addition the top arm is moved right by 50 nm, and (iii) for the original plus if rectangles may overlap.

**Answer (e)**

(i) The concave corners are now at (200, 200), (200, 400), (400, 250) and (400, 450) nm. No two share a y coordinate, so both horizontal chords are lost. The two vertical chords remain and do not intersect. Hence L = 2 and R_min = 3. The vertical orientation survives, while the horizontal one does not.

(ii) The corners are at (200, 200), (250, 400), (400, 250) and (450, 450) nm. No two share either coordinate, so there are no chords. Hence L = 0 and

R_min = 4 − 0 + 1 = 5.

Exhaustive search on the grids formed by the sides of these two polygons also gives 3 and 5. What matters is the alignment of the concave corners: moving the right arm up and the top arm right, each by any amount between 0 and 200 nm, leaves four concave corners and no chord. The count is then five, however small the two offsets are.

(iii) The two original bars cover the plus, and one rectangle cannot, because a rectangle containing all four arms would extend outside it. The minimum is two. The price is double exposure of the centre. The area of the plus is

2 × 600 × 200 − 200² = 200 000 nm²,

and the doubly exposed fraction is 200²/200 000 = 20%. If each shot carries the full dose, the centre receives twice the intended forward dose. At full dose per shot, a uniform dose therefore requires shots that do not overlap. With reduced doses overlap is possible: the two three-shot partitions of part (c), each written at half dose, together also give a uniform dose, but they take six shots.

**Part (f). The cost on a mask writer**

A mask carries 1.0 × 10¹⁰ pluses at a pitch of 1000 nm. In one writing pass the dose is 40 µC/cm², the current density is 400 A/cm², and the beam needs 80 ns to settle before each shot. Find the pass time for the minimum fracture and for the five-cell fracture. Then find how the minimum changes if no shot side may exceed 350 nm. Finally, estimate the dose error at a seam when two shots that should touch are separated by 2 nm, for a Gaussian beam blur with standard deviation σ = 15 nm.

**Answer (f)**

The flash time is the dose divided by the current density:

t = (40 × 10⁻⁶ C/cm²)/(400 A/cm²) = 100 ns.

It does not depend on the shot area, because the whole rectangle is exposed at once. Each shot takes 100 + 80 = 180 ns. Three shots per plus need

3 × 10¹⁰ × 180 × 10⁻⁹ s = 5400 s = 1.5 h,

and five shots need 9000 s = 2.5 h. Dose, current density and settling time are held fixed in this comparison; stage motion and data handling are left out. The total seam length per plus also differs: two seams of 200 nm give 400 nm, and four give 800 nm.

With a limit of 350 nm on the shot side, neither three-shot solution is allowed, since part (c) shows that each contains a bar 600 nm long. At least four shots are needed, wherever the cuts are placed. Four suffice: keep the upper and lower arms as squares of 200 nm, and divide the horizontal bar at x = 250 nm into lengths of 250 nm and 350 nm. The new cut ends on the two chords and not at a concave corner, so K₀ = 1, and equation (1) gives

R = 5 − 2 + 0 + 0 + 1 = 4.

The pass time becomes 2.0 h. Cutting out the centre as a fifth rectangle is therefore unnecessary under this limit, and under any limit of 300 nm or more, since the bar can be cut at x = 300 nm. For a limit below 300 nm five shots are needed: the shots that reach the ends of the four arms are all different, and none of them can reach the point (300, 300) nm. The five-cell fracture meets any limit down to 200 nm.

For the seam, take the point midway across a gap of width g, far from other shot edges on the scale of σ. The forward dose missing there, relative to that of a continuous exposure, is the part of the Gaussian that falls in the gap:

δ = ∫ from −g/2 to g/2 of exp(−u²/(2σ²))/(σ√(2π)) du.

With v = u/(√2 σ), so that du = √2 σ dv, this becomes

δ = (1/√π) ∫ from −g/(2√2 σ) to g/(2√2 σ) of exp(−v²) dv
  = erf(g/(2√2 σ)).

For g = 2 nm and σ = 15 nm the argument is 0.047 and δ = 5.3%. For g much smaller than σ, erf(z) ≈ 2z/√π gives

δ ≈ g/(σ√(2π)),

so the error is proportional to the gap. An overlap of the same width produces an equal excess. A wider blur reduces the seam error, but it also softens the edges of the pattern.

The parameters are rough typical values for a variable-shaped-beam writer; doses and current densities well above those used here also occur. Of the writer properties considered here, only the shot-size limit changes the count: from three to four at 350 nm, and to five for a limit from 200 nm up to just under 300 nm. Two other effects leave the geometric minimum unchanged. Electrons backscattered from the substrate add a background that, for a backscatter ratio of 0.6 and a pattern coverage of 20%, averages 0.6 × 20% = 12% of the forward dose. When the backscatter range is much larger than the pitch, the local background is close to this average in the interior of the array. Within about one range of the border it drops, to roughly half the average at an edge and a quarter at a corner. Without overlap it is the same for every fracture. The beam current of a shot grows with its area: the undivided 600 nm bar draws 0.48 µA. Mutual repulsion of the electrons then adds blur, which this model does not calculate, so a fracture with the fewest shots need not give the sharpest edges. On a multi-beam writer that scans the pattern as pixels, the number of rectangles does not set the writing time in this way.

The counts, shot coordinates and mask-writing figures are collected in the numerical output.

Computed results

```
Concave corners N, convex corners: 4 8
Chords, intersecting chord pairs: 4 4
Largest disjoint chord set L: 2
N - L + 1, minimum by search: 3 3
Vertex-grid cells, all partitions: 5 7
Partitions by rectangle count: {3: 2, 4: 4, 5: 1}
Minimum if overlap is allowed: 2
Finer plus: cells, partitions: 12 1506
Finer plus by rectangle count: {3: 2, 4: 12, 5: 59, 6: 204, 7: 394, 8: 441, 9: 281, 10: 96, 11: 16, 12: 1}
  of these with a crossing X>0: 964
  of these with a doubly cut corner D>0: 1360
Distinct random polygons tested: 118
  number of them by L: {0: 29, 1: 47, 2: 33, 3: 7, 4: 2}
Arm offset in the offset tests (nm): 50
Minimum, right arm offset only: 3
Minimum, right and top arms offset: 5
Bar length, bar width, search grid (nm): 600 200 50
Three-rectangle partitions on the search grid: 2
  shots (nm): x200 y0 w200 h200; x0 y200 w600 h200; x200 y400 w200 h200
  shots (nm): x200 y0 w200 h600; x0 y200 w200 h200; x400 y200 w200 h200
Seam length, 3 shots and 5 shots (nm): 400 800
Maximum shot side assumed (nm): 350
Minimum shots with that limit: 4
  shots (nm): x200 y0 w200 h200; x0 y200 w250 h200; x250 y200 w350 h200; x200 y400 w200 h200
Dose (uC/cm2), current density (A/cm2): 40.0 400.0
Flash time, settling time (ns): 100.0, 80.0
Number of pluses, pitch (nm): 1.0e+10, 1000
Pass time, 3 shots per plus (h): 1.50
Pass time, 4 shots per plus (h): 2.00
Pass time, 5 shots per plus (h): 2.50
Blur sigma, seam gap (nm): 15.0, 2.0
Dose deficit at seam centre (%): 5.32
Plus area (nm2): 200000
Doubly exposed area if bars overlap (%): 20.0
Backscatter ratio eta: 0.60
Mean backscatter background (% of forward dose): 12.0
Beam current of the 600 nm bar shot (uA): 0.48
```
